The Kinchin-Pease Displacement Count and Its Damage Efficiency

A silicon atom recoiling with 462 eV has enough energy to pay a displacement threshold of 15 eV about 31 times. Taking 31 as the number of vacancies is wrong by a factor of two even in the simplest cascade model, because many vacated sites are filled again at once by the atom that struck them. Softer scattering and energy given to electrons lower the count further. Without a derivation, the factors 2 and 0.8 in the damage formula are easily misread, the second as the fraction of defects that survives annealing, which it is not.

**Setting and assumptions**

An atom of a solid has been knocked from its site and moves with kinetic energy E. Let ν(E) be the mean number of vacancy-interstitial pairs at the end of its cascade, the pair made by this first atom included. The assumptions are:

A1. The cascade is a sequence of two-body collisions between like atoms at random positions in an unbounded solid. A moving atom meets atoms at rest and keeps colliding until it falls below the threshold Ed.

A2. A struck atom leaves its site if the energy T it receives exceeds Ed. Otherwise it stays, and T becomes heat.

A3. A striker left with less than Ed fills the site it has just emptied, if it has emptied one. This is a replacement. If it has emptied none, it stops as an interstitial.

A4. No energy is spent on leaving a site, and none goes to electrons. The two partners therefore carry T and E − T.

A5. Scattering is that of hard spheres: T is uniformly distributed between 0 and E.

Pairs do not recombine later. Assumption A5 and the electronic part of A4 will be relaxed below.

**Lemma 1 (branching)**

Let B be the number of collisions after which both partners have more than Ed. Under A1 to A4, for any scattering law,

ν = 1 + ⟨B⟩.

Proof. Let Q be the number of atoms moving with more than Ed plus the number of interstitials already at rest. At the start Q = 1. A collision has one of four outcomes.

(a) T > Ed and E − T > Ed. One moving atom becomes two, and Q rises by one.

(b) T < Ed and E − T > Ed. The striker goes on alone, and Q is unchanged.

(c) T > Ed and E − T < Ed. The striker fills the site and the struck atom moves in its place, so Q is unchanged.

(d) Both energies are below Ed. The striker becomes an interstitial, and Q is unchanged.

At the end nothing moves above Ed, so Q is the number of interstitials. Since atoms are conserved, it is also the number of vacancies. Averaging gives the lemma. ∎

Outcome (a) needs E > 2Ed. Hence an atom with Ed < E < 2Ed makes one pair, whatever it hits.

**Theorem 1 (Kinchin-Pease)**

Under A1 to A5,

ν(E) = 0 for E < Ed,
ν(E) = 1 for Ed < E < 2Ed,
ν(E) = E/(2Ed) for E > 2Ed.

Proof. The first line is the displacement condition, and the second follows from Lemma 1. For E > 2Ed outcome (d) cannot occur, since T and E − T add up to more than 2Ed. In the other three outcomes the later pairs number ν(T) + ν(E − T), with ν = 0 for an argument below Ed: in (b) the struck atom has not moved, and in (c) the striker has filled a vacancy. Averaging over the uniform T gives

ν(E) = (1/E) ∫₀ᴱ [ν(T) + ν(E − T)] dT.

The substitution T → E − T shows that the two terms have equal integrals, so

E ν(E) = 2 ∫₀ᴱ ν(T) dT.

The range from 0 to Ed contributes nothing, and the range from Ed to 2Ed contributes Ed:

E ν(E) = 2Ed + 2 ∫_{2Ed}^E ν(T) dT.

Differentiation with respect to E gives

ν + E ν′ = 2ν, hence E ν′ = ν, hence ν = C E.

Letting E fall to 2Ed in the integral equation gives 2Ed ν = 2Ed, so ν = 1 there and C = 1/(2Ed). ∎

Remark. The recursion must not be used below 2Ed. There outcome (d) leaves an interstitial that the right-hand side does not count. Used down to Ed, the recursion would again give ν = C E, but with ν = 0 at Ed, so C = 0 and no damage at all.

**Lemma 2 (collision density)**

Let the scattering be scale-free: the fraction t = T/E has a density p(t) that does not depend on E. Averages over p are written ⟨…⟩. Define

H(t) = −t ln t − (1 − t) ln(1 − t).

If a cascade starts at E₀, the mean number n(E) dE of collisions made by atoms with energy in dE obeys, for E far below E₀,

n(E) = E₀/(E² ⟨H⟩).

For hard spheres n(E) = 2E₀/E² at every E between Ed and E₀, in addition to the first collision at E₀ itself.

Proof. Put a tag on a small unit of the initial energy. At each collision let it go to the struck atom with probability t and stay with the striker with probability 1 − t. The probability that an atom of energy E carries the tag is the product of all energy fractions on the way to it, which is E/E₀. The density of collisions made by the tagged atom is therefore (E/E₀) n(E).

Now follow s = ln(E₀/E) for the tagged atom. At each collision s grows by −ln t with probability t, or by −ln(1 − t) with probability 1 − t. The mean step is ⟨H⟩. The steps are independent, so by the renewal theorem the density of visited points on the s axis tends to 1/⟨H⟩. Since |ds| = dE/E, the density in energy is 1/(E⟨H⟩). Thus

(E/E₀) n(E) = 1/(E⟨H⟩),

which is the stated result.

For hard spheres the tagged atom keeps a fraction x of the energy with density x + x = 2x, one term from t = x and one from 1 − t = x. With x = e^(−s) the step density is 2x |dx/ds| = 2e^(−2s). Steps with an exponential distribution form a Poisson process, whose density is 2 at every s > 0, not merely at large s. ∎

Remark (second route to Theorem 1). At energy E a hard-sphere collision branches if T lies between Ed and E − Ed, which has probability 1 − 2Ed/E. Lemma 1 then gives

ν = 1 + (1 − 2Ed/E₀) + ∫_{2Ed}^{E₀} (2E₀/E²)(1 − 2Ed/E) dE.

The integral is

2E₀[1/(2Ed) − 1/E₀] − 2E₀Ed[1/(4Ed²) − 1/E₀²] = E₀/(2Ed) − 2 + 2Ed/E₀.

Everything cancels except E₀/(2Ed).

Remark (the meaning of the 2). Count now all atoms set moving, including those whose sites are refilled. A collision at E sets an atom moving with probability 1 − Ed/E, so the number is

1 + (1 − Ed/E₀) + ∫_{Ed}^{E₀} (2E₀/E²)(1 − Ed/E) dE.

The integral equals 2E₀/Ed − 2 − E₀/Ed + Ed/E₀, and the total is E₀/Ed. This is the naive answer of the opening. Half of these atoms leave a site that is filled at once. In the hard-sphere model the factor 2 is thus the effect of replacement.

**Theorem 2 (efficiency of a scale-free law)**

Under A1 to A4 with scale-free scattering, and to leading order for E₀ ≫ Ed,

ν = κ E₀/(2Ed), κ = 2⟨min(t, 1 − t)⟩/⟨H⟩.

Proof. Write μ = min(t, 1 − t). A collision branches if the smaller share μE exceeds Ed, that is, if E > Ed/μ. With Lemma 2,

⟨B⟩ ≈ ⟨∫_{Ed/μ}^∞ E₀/(E²⟨H⟩) dE⟩ = (E₀/Ed) ⟨μ⟩/⟨H⟩.

The true density differs from its limiting form near E₀, and the upper limit should be E₀. As E₀/Ed grows, the share of branchings at energies comparable with E₀ tends to zero, so both corrections become small compared with E₀/Ed. Lemma 1 completes the proof. ∎

The ratio r(t) = 2μ/H shows what κ measures, since κ is the average of r with weight pH. For t < 1/2,

H/μ = −ln t − (1/t − 1) ln(1 − t),
d(H/μ)/dt = ln(1 − t)/t² < 0,

so r rises steadily towards the equal split. It is 1.443 at t = 0.5, 0.615 at t = 0.1 and 0.357 at t = 0.01. A nearly equal split turns one energetic atom into two. A very uneven one can branch only at high energy; otherwise at least one partner is left with less than Ed, and that energy becomes heat. The damage efficiency κ compares the actual mixture of splits with that of hard spheres.

**Theorem 3 (power-law scattering)**

For p(t) ∝ t^(−1−m) with m < 1, and with ψ the digamma function,

κ = 2(2^m − 1)/[ψ(1) − ψ(1 − m)].

At m = 0 the limit is 12 ln 2/π².

Proof. The normalization of p cancels in κ, so two integrals suffice. The first is

∫₀¹ t^(−1−m) μ dt = ∫₀^{1/2} t^(−m) dt + ∫_{1/2}^1 (t^(−1−m) − t^(−m)) dt
= 2^(m−1)/(1 − m) + (2^m − 1)/m − (1 − 2^(m−1))/(1 − m)
= (2^m − 1)[1/m + 1/(1 − m)]
= (2^m − 1)/[m(1 − m)].

The second is the integral of t^(−1−m) H. Its first part is −∫₀¹ t^(−m) ln t dt = 1/(1 − m)². In its second part insert −ln(1 − t) = Σ t^k/k, with k from 1 to ∞:

J = Σ (1/k)[1/(k − m) − 1/(k + 1 − m)].

Let D = ψ(1) − ψ(1 − m) = Σ [1/(k − m) − 1/k]. Partial fractions give

Σ 1/[k(k − m)] = D/m,

Σ 1/[k(k + 1 − m)] = [1/(1 − m)] Σ [1/k − 1/(k + 1 − m)]
= [1/(1 − m)] [−D + 1/(1 − m)].

The last step adds and subtracts 1/(k − m) and uses the telescoping sum Σ [1/(k − m) − 1/(k + 1 − m)] = 1/(1 − m). Therefore

J = D/m + D/(1 − m) − 1/(1 − m)².

The term 1/(1 − m)² cancels the first part, which leaves D/[m(1 − m)]. Twice the first integral divided by the second is the stated κ. For m → 0, 2^m − 1 → m ln 2 and D → m Σ 1/k² = mπ²/6. ∎

For m ≥ 0 the number of very soft collisions diverges and p cannot be normalized. One then cuts p off at a small t and lets the cut-off go to zero. Both integrals stay finite, because such collisions carry little energy.

Hard spheres are the case m = −1, where ψ(1) − ψ(2) = −1 and κ = 1. Softer laws give 0.843 at m = 0, 0.702 at m = 1/3 and 0.598 at m = 1/2. A numerical solution of the transport equation, with t cut off at 10⁻⁸ and the slope of ν taken between 100Ed and 400Ed, gives 0.9995, 0.8425, 0.7014 and 0.5976 for the four cases. The formula gives 1, 0.8428, 0.7015 and 0.5976.

**The modified form**

Let the moving atom also lose energy to electrons, with stopping cross-section S_e per atom, and let N be the atom density. Over a short path dx it either collides, with probability N dx ∫dσ, or loses N S_e dx. Hence

ν(E) = N dx ∫dσ(T) [ν(T) + ν(E − T)] + (1 − N dx ∫dσ) ν(E − N S_e dx).

To first order in dx this gives, for E > 2Ed,

∫dσ(T) [ν(E) − ν(E − T) − ν(T)] + S_e dν/dE = 0.

The damage energy T_dam(E) is here what remains of E after the electronic losses of all atoms moving with more than 2Ed. It obeys the same equation, with T_dam = E below 2Ed. Electronic loss below 2Ed is left out because it cannot change the count there: an atom that starts between Ed and 2Ed makes one pair in any case, and one below Ed makes none. The standard prescription uses Lindhard's partition of the energy, which includes losses at all energies, so its T_dam is not identical to this one.

The modified, or Norgett-Robinson-Torrens, count is

ν = 0 for T_dam < Ed,
ν = 1 for Ed < T_dam < 2Ed/κ,
ν = κ T_dam/(2Ed) above, with κ = 0.8.

The middle range ends where the linear law reaches one. The value 0.8 is a conventional constant that stands for realistic, screened scattering. Theorem 3 reproduces it at m = 0.12, between the cases m = 0 and m = 1/3, but does not single it out. Electronic loss is not part of κ, because it already sits in T_dam. Nor is later recombination, which neither formula describes.

**Example: an oxygen ion on silicon**

An O2+ ion of 1000 eV strikes silicon, and the molecule breaks up into two atoms of 500 eV each. With masses of 16.0 and 28.1 u, a head-on collision transfers the fraction

4 × 16.0 × 28.1/(44.1)² = 0.925,

so the largest silicon recoil energy is 462.4 eV. For Ed = 15 eV the Kinchin-Pease count is

462.4/30 = 15.4 pairs.

A simulation of 8000 cascades that follows A1 to A5 event by event gives 15.38 with a standard error of 0.017, about two standard errors below the formula. Single cascades scatter by 1.5 pairs. The mean number of collisions made between 100 and 200 eV is 4.617, against 2 × 462.4 × (1/100 − 1/200) = 4.624 from Lemma 2.

Most collisions are not head-on. If the oxygen atom also scatters as a hard sphere, the recoil energy is uniform up to 462.4 eV. By the recursion in Theorem 1 the mean count per first collision is then half the maximum, about 7.7.

For the modified count, Lindhard-Scharff electronic stopping and the Ziegler-Biersack-Littmark universal potential give T_dam ≈ 390 eV; electronic losses above 2Ed take about 16 % of the recoil energy. Then

0.8 × 390/30 = 10.4 pairs,

which is 0.67 of the Kinchin-Pease count. The standard Lindhard partition, in Robinson's fit, gives T_dam ≈ 373 eV and 9.9 pairs instead.

The universal potential is not scale-free, so Theorem 2 does not apply to it directly. The transport equation can still be solved with its scattering angles. Without electronic loss, 2Ed dν/dE is 0.81 both between 200 and 600 eV and between 1500 and 3000 eV. These values include impact parameters up to 0.5 nm, and the slope no longer changes once the limit exceeds 0.3 nm. For this potential and threshold the conventional 0.8 is therefore close to the computed slope, although the tighter limit discussed below raises the slope to about 0.86. The count at 462.4 eV is 12.6 without electronic loss and 10.7 with it. Taking the lossless count at E = T_dam also gives 10.7, so replacing E by T_dam is a good approximation here.

**What the model leaves out**

The inputs are rough values for silicon in a strongly biased oxygen plasma. At lower ion energy the constant efficiency κ loses its basis. An O2+ ion of 100 eV gives a largest recoil energy of 46 eV and a Kinchin-Pease count of 1.5. For hard spheres this count is still exact within the model. For softer scattering, however, the recoil has only about 1.5 times the energy 2Ed at which the plateau of one pair ends, and Theorem 2, derived for E₀ ≫ Ed, does not justify a constant κ there.

The largest uncertainty sized here is the threshold, which in a crystal depends on direction. With all else fixed, Ed = 10 eV raises the Kinchin-Pease count to 23.1 and Ed = 20 eV lowers it to 11.6. These two values show the sensitivity; they are not bounds on the threshold averaged over directions. Molecular-dynamics averages for silicon reach about 36 eV, which would give a count of 6.4. A binding loss of 5 eV for each atom that leaves its site after the first recoil lowers the hard-sphere count from 15.4 to 13.5. In a solid the neighbours limit the impact parameter. A common convention allots one atom to a cylinder of length N^(−1/3), which gives a radius of 0.153 nm. With that limit the screened count without electronic loss rises from 12.6 to 13.5, whereas a limit at the nearest-neighbour distance of 0.235 nm gives 12.7. These shifts exceed the difference between 0.80 and 0.81, so a finer value of κ would not improve the prediction.

Two assumptions can fail in a way that a corrected κ cannot repair. The path of the recoil down to 2Ed, obtained from its mean energy loss, is 3.1 nm; the spread of single transfers shortens the true mean path to about 2.9 nm. The recoil also starts near the surface, since the oxygen atom must still have its full energy when it strikes. The cascade therefore lies near the surface, through which atoms and energy can escape. An oxygen plasma also oxidizes this layer, so the atoms are not all alike; the effect on the count is not estimated here. Moreover, if the damage energy is spread over a sphere of 3.14 nm diameter, it amounts to 0.48 eV per atom. This is about six times 3kT = 0.078 eV, the classical thermal energy of a vibrating atom at 300 K, kinetic and potential parts together. The path length is only a rough guide to the size of the cascade, but even a diameter of 4 nm would leave 0.23 eV per atom, about three times the thermal energy. Both values stay below the roughly 0.9 eV per atom needed to heat silicon to its melting point and melt it, and far below Ed, so atoms moving above Ed still find most targets nearly at rest. The region is nevertheless strongly heated for a short time, with many neighbouring atoms moving at once, which two-body collisions do not describe. Pairs may then recombine, or parts of the region may disorder. The 10.4 pairs are a measure of the displacement produced by one head-on recoil, not a forecast of the vacancies found afterwards. The numerical output below lists the main computed values.

Table of computed values

```
O2+ ion energy: 1000 eV
energy of each O atom: 500 eV
mass of O: 16.0 u
mass of Si: 28.1 u
largest transferred fraction O to Si: 0.9247
largest Si recoil energy: 462.4 eV
displacement threshold Ed: 15.0 eV
Kinchin-Pease count: 15.41 pairs
event-by-event mean count: 15.38 pairs
standard error of that mean: 0.017 pairs
standard deviation between cascades: 1.52 pairs
collisions at 100-200 eV, simulated: 4.617
collisions at 100-200 eV, formula: 4.624
2 min(t,1-t)/H at t=0.5: 1.443
2 min(t,1-t)/H at t=0.1: 0.615
2 min(t,1-t)/H at t=0.01: 0.357
kappa formula, m=-1.000: 1.0000
kappa from transport solution, m=-1.000: 0.9995
kappa formula, m=0.000: 0.8428
kappa from transport solution, m=0.000: 0.8425
kappa formula, m=0.333: 0.7015
kappa from transport solution, m=0.333: 0.7014
kappa formula, m=0.500: 0.5976
kappa from transport solution, m=0.500: 0.5976
m at which kappa = 0.8: 0.120
screened potential: kappa from slope 200-600 eV: 0.814
screened potential: kappa from slope 1500-3000 eV: 0.813
screened potential: count, no electronic loss: 12.64 pairs
largest impact parameter in the solid: 0.153 nm
screened count with that limit: 13.45 pairs
damage energy: 389.6 eV
electronic share of recoil energy: 15.7 %
screened count with electronic loss: 10.71 pairs
screened count taken at damage energy: 10.66 pairs
modified count, kappa = 0.8: 10.39 pairs
modified / Kinchin-Pease count: 0.674
start of linear law, 2 Ed/0.8: 37.5 eV
binding loss per displaced atom: 5.0 eV
hard-sphere count with binding loss: 13.48 pairs
Kinchin-Pease count for Ed = 10 eV: 23.12 pairs
Kinchin-Pease count for Ed = 20 eV: 11.56 pairs
atom density: 50.0 nm^-3
recoil path length down to 2 Ed: 3.14 nm
energy per atom in sphere of that diameter: 0.48 eV
thermal energy 3kT/2 at 300 K: 0.0388 eV
```
